# Global and localized scaling corrections for fractional charge in density functionals

## 1. Definitions and conventions

Hartree atomic units are used, and orbitals are real. A parent density functional, approximate by assumption, gives the energy $E(f)$ of a system whose frontier orbital $\varphi$ holds $f$ electrons, $0\le f\le1$. The $N$-electron system is at $f=0$ and the $(N+1)$-electron system at $f=1$. For the exact functional $E(f)$ is a straight line, because the lowest state of average electron number $N+f$ is a mixture of the two integer ground states, given the usual convexity of the exact energies in $N$.

The line through the parent's own end points is

$$L(f)=(1-f)E(0)+fE(1).$$

A scaling correction is the energy to be added to the parent. The global one is designed to restore $L(f)$, and does so exactly when the curvature of $E(f)$ is constant. It leaves $E(0)$ and $E(1)$ as the parent gives them, right or wrong.

Let $\rho_s(\mathbf r,\mathbf r')$ be the one-particle density matrix of one spin. For orthonormal localized orbitals $\varphi_i$ that span the orbitals concerned, the local occupation matrix is

$$\lambda_{ij}=\langle\varphi_i|\rho_s|\varphi_j\rangle,\qquad n_i=\lambda_{ii}.$$

It is symmetric. For a single determinant it is also idempotent, $\lambda^2=\lambda$, even when every $n_i$ is fractional. Densities are $\rho_i=\varphi_i^2$.

## 2. The global correction

Let $E$ be continuous on $[0,1]$ and twice differentiable inside. Fix a point $f$ between 0 and 1, and define

$$g(t)=L(t)-E(t)-K\,t(1-t),$$

with $K$ chosen so that $g(f)=0$. Then $g$ vanishes at $0$, $f$ and $1$. By Rolle's theorem $g'$ has a zero in each of the two subintervals, so $g''$ has a zero $\xi$ between those. Since $L''=0$ and $[t(1-t)]''=-2$,

$$0=g''(\xi)=-E''(\xi)+2K,\qquad K=\tfrac12E''(\xi).$$

Setting $g(f)=0$ gives

$$L(f)-E(f)=\tfrac12E''(\xi)\,f(1-f).$$

If the curvature is a constant $\kappa$, this is the global scaling correction:

$$\boxed{\Delta E_{\rm GSC}=\tfrac12\kappa f(1-f)}$$

For $\kappa>0$ the parent curve sags below the line, and the correction is positive. If the curvature varies, a single $\kappa$ is an effective value.

A constant curvature can be read from the orbital energy. At self-consistency the energy is stationary against normalized orbital changes, so only the explicit dependence on $f$ contributes to the derivative. This is Janak's theorem:

$$\frac{dE}{df}=\langle\varphi|h_{\rm KS}|\varphi\rangle=\varepsilon(f),\qquad \kappa=\frac{d\varepsilon}{df}.$$

## 3. Curvature for Hartree plus Dirac exchange

Take one spin-polarized electron, no other electrons, and a frozen orbital with density $\rho$. Define

$$J=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\quad X=\int\rho^{4/3}d\mathbf r,\quad C_x=\tfrac34\left(\tfrac6\pi\right)^{1/3}.$$

With $h$ the one-electron energy, the parent energy is

$$E_\varphi(f)=fh+\tfrac12f^2J-C_xf^{4/3}X.$$

Here $E_\varphi(0)=0$, so the line is $fE_\varphi(1)$. The one-electron term cancels in the difference:

$$fE_\varphi(1)-E_\varphi(f)=\tfrac12J(f-f^2)-C_xX(f-f^{4/3}).$$

The Hartree part is already a parabola. The exchange part is not: its second derivative, $-\tfrac49C_xXf^{-2/3}$, diverges as $f\to0$. No single curvature describes the slope of the energy there. We match the exchange part to a parabola at $f=\tfrac12$. Write the exchange curvature as $-\tfrac{2\tau}{3}C_xX$. Its parabola at $f=\tfrac12$ is $-\tfrac{\tau}{12}C_xX$, while the true value is $-\tfrac12(1-2^{-1/3})C_xX$. Equality requires

$$\tau=6(1-2^{-1/3})\approx1.238,\qquad \kappa[\varphi]=J-\frac{2\tau C_x}{3}X.$$

The effective curvature of the relaxed energy can be bracketed. Define $\kappa_{\rm eff}=8[\tfrac12E(1)-E(\tfrac12)]$ from self-consistent minima. By the matching, $\kappa[\varphi]=8[\tfrac12E_\varphi(1)-E_\varphi(\tfrac12)]$.

- With the orbital optimized at $f=1$, $E_\varphi(1)=E(1)$ and $E_\varphi(\tfrac12)\ge E(\tfrac12)$, so $\kappa[\varphi_1]\le\kappa_{\rm eff}$.
- With the orbital optimized at $f=\tfrac12$, $E_\varphi(\tfrac12)=E(\tfrac12)$ and $E_\varphi(1)\ge E(1)$, so $\kappa[\varphi_{1/2}]\ge\kappa_{\rm eff}$.

## 4. Why the global correction misses delocalized integers

For canonical orbitals $p$ with occupations $n_p$, the global correction is $\frac12\sum_p\kappa_pn_p(1-n_p)$. At an integer ground state each $n_p$ is 0 or 1, so each term is zero. The shape and extent of the orbital do not enter.

This is the failure in stretched H$_2^+$. One electron fills the even orbital, whose canonical occupation is one, yet each proton carries half an electron. The parent makes the error of two half-charged atoms, and the global correction sees none.

The derivative does not vanish at finite size:

$$\frac{d\Delta E_{\rm GSC}}{df}=\tfrac12\kappa(1-2f),$$

which is $+\frac12\kappa$ at $f=0$ and $-\frac12\kappa$ at $f=1$. For $\kappa>0$ an empty frontier level moves up and a filled one down. The size of the shift can be poor where the curvature varies strongly. For the hydrogen atom of Section 10, the empty level is that of the bare proton, $-0.5$ Ha, and the line has slope $-0.457$ Ha. The shift needed at $f=0$ is thus 0.043 Ha, whereas $\frac12\kappa_{\rm eff}$ is 0.202 Ha. For large systems the level shift also fades. Suppose the interaction is quadratic in site occupations, $\frac12\sum_{ij}\kappa_{ij}n_in_j$, and the electron is spread evenly over $M$ sites, so that $n_i=f/M$. The curvature is then

$$\kappa_M=\frac1{M^2}\sum_{ij}\kappa_{ij}.$$

On a ring with spacing $a$ and $\kappa_{ij}\to1/r_{ij}$ at long range, one row of the sum contains $1/(ad)$ for the $d$th neighbour on either side, up to $d$ of order $M$. Its large-$M$ form is $(2/a)\ln M$ plus a constant, so $\kappa_M\sim(2/a)(\ln M)/M$.

The curve $E(f)$ thus becomes straight as $M$ grows, but it runs to the wrong end point. An electron on one site has interaction energy $\frac12\kappa_{11}$ in the parent, whereas the spread electron has $\frac12\kappa_M\to0$. Straightness alone does not show that the delocalization error is gone.

Dirac exchange is not quadratic. For an electron on otherwise empty, separated sites, $X_M=M\cdot M^{-4/3}X=M^{-1/3}X$. At a frozen site orbital the matched curvature is the Coulomb part minus $\frac{2\tau C_x}{3}M^{-1/3}X$. On the ring the exchange term decays more slowly than the Coulomb part, which goes as $(\ln M)/M$, so this curvature turns negative at large $M$ and vanishes from below, as $M^{-1/3}$.

## 5. The localized correction

We need a rule that sees local fractions. Assume that the localized densities overlap little and that the parent energy has the form

$$E_{\rm parent}[\lambda]=E_0+\sum_{ij}t_{ij}\lambda_{ij}+\tfrac12\sum_{ij}\kappa_{ij}n_in_j,$$

where $t_{ij}$ holds site energies and hopping. Let $s_i\in\{0,1\}$ be the integer occupations of one configuration. We keep the parent's interaction energy $\frac12\sum\kappa_{ij}s_is_j$ for each configuration and require that a delocalized state have the average of these energies. One-body terms are linear in $\lambda$ and need no correction. Hence

$$\Delta E=\tfrac12\sum_{ij}\kappa_{ij}\left(\langle s_is_j\rangle-n_in_j\right).$$

This is half the covariance of the local occupations, weighted by $\kappa$.

For a determinant, write $s_i=c_i^\dagger c_i$. Wick's theorem gives the direct pairing and one exchange pairing:

$$\langle c_i^\dagger c_ic_j^\dagger c_j\rangle=\langle c_i^\dagger c_i\rangle\langle c_j^\dagger c_j\rangle+\langle c_i^\dagger c_j\rangle\langle c_ic_j^\dagger\rangle.$$

The anticommutator gives $\langle c_ic_j^\dagger\rangle=\delta_{ij}-\lambda_{ij}$, so

$$\langle s_is_j\rangle=n_in_j+\lambda_{ij}(\delta_{ij}-\lambda_{ij}).$$

For $i=j$ the right side is $n_i^2+n_i-n_i^2=n_i$, as $s_i^2=s_i$ demands. Insertion gives the localized orbital scaling correction for one spin:

$$\boxed{\Delta E_{\rm LOSC}=\tfrac12\sum_{ij}\kappa_{ij}\lambda_{ij}(\delta_{ij}-\lambda_{ij})}$$

**Fractional total charge.** Let $v_i$ be the components of the frontier orbital. The mixture of the $N$- and $(N+1)$-electron determinants has $\lambda(f)=\lambda_N+fvv^{T}$. For $i\neq j$, $\langle s_is_j\rangle$ in a determinant is the $2\times2$ minor $\lambda_{ii}\lambda_{jj}-\lambda_{ij}^2$. Adding $fvv^T$ changes this minor by

$$f\left(v_i^2\lambda_{jj}+v_j^2\lambda_{ii}-2v_iv_j\lambda_{ij}\right),$$

with the elements of $\lambda_N$ inside. The $f^2$ terms, $v_i^2v_j^2-(v_iv_j)^2$, cancel. The minor is linear in $f$ and equals the mixture's average; the diagonal case, $n_i$, is linear too. The boxed formula therefore holds for this mixture, and the corrected energy is linear in $f$ at frozen orbitals.

Subtracting the parent energy from this linear corrected energy gives

$$\Delta E_{\rm LOSC}(f)=\Delta E_{\rm GSC}(f)+(1-f)\Delta E_N+f\Delta E_{N+1},$$

where $\Delta E_N$ and $\Delta E_{N+1}$ are the localized corrections at the integers. Within this quadratic model the global term straightens the curve, and the remaining terms move its ends.

**Spin.** The corrections of the two spins are added. In a determinant the occupations of opposite spins are uncorrelated, so no cross term arises. A state such as spin-restricted stretched H$_2$ needs such correlation, and this correction does not supply it. The parent energy of that state is already too high, and the positive terms of the two spins raise it further.

## 6. Limits and sign

If canonical orbitals are used as the $\varphi_i$, $\lambda$ is diagonal and the formula returns $\frac12\sum_p\kappa_{pp}n_p(1-n_p)$. The result thus depends on the choice of orbitals.

For an integer determinant, idempotency gives $\lambda_{ii}=\sum_j\lambda_{ij}^2$. Hence

$$\Delta E=\tfrac12\sum_{ij}(\kappa_{ii}-\kappa_{ij})\lambda_{ij}^2=\tfrac14\sum_{ij}(\kappa_{ii}+\kappa_{jj}-2\kappa_{ij})\lambda_{ij}^2,$$

where the last step averages the expression with its copy under $i\leftrightarrow j$. If all $\kappa_{ij}$ are equal, there is no correction: the interaction energy then depends only on the total charge, not on its distribution over the sites. For Coulomb $\kappa_{ij}$ the bracket is the self-repulsion of $\rho_i-\rho_j$, which is non-negative.

For the parent of Section 3 we use the matrix

$$\kappa_{ij}=\iint\frac{\rho_i(\mathbf r)\rho_j(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'-\frac{2\tau C_x}{3}\int\rho_i^{2/3}\rho_j^{2/3}d\mathbf r.$$

Its diagonal was derived above. The off-diagonal exchange is an interpolation that vanishes with the overlap. In the bracket the diagonal and off-diagonal exchange terms together contribute $-\frac{2\tau C_x}{3}\int(\rho_i^{2/3}-\rho_j^{2/3})^2d\mathbf r\le0$, so the general sign argument covers the Coulomb part alone.

## 7. Orbital energies

Vary $\lambda$ symmetrically at fixed $\varphi_i$ and $\kappa_{ij}$:

$$d\Delta E=\tfrac12\sum_{ij}\kappa_{ij}(\delta_{ij}-2\lambda_{ij})\,d\lambda_{ij},\qquad \Delta h_{ij}=\kappa_{ij}\left(\tfrac12\delta_{ij}-\lambda_{ij}\right).$$

With the frontier orbital held fixed, its level shifts by $\Delta\varepsilon=v^T\Delta h\,v$. Since the corrected model energy is linear in $f$, its slope equals the difference of the corrected energies at $N+1$ and $N$ electrons. We call this slope the corrected orbital energy. It is the expectation value of the corrected Hamiltonian in the frozen orbital $v$, and it is an eigenvalue only if $v$ is an eigenvector of that Hamiltonian. Orbital relaxation is excluded.

## 8. Choosing the localized orbitals

Localization should act on nearly degenerate orbitals of separated fragments and leave a compact molecule nearly unchanged. A suitable cost is the total spatial variance plus $w$ times the total energy variance. The weight $w>0$ must be large enough to keep the orbitals of compact molecules from localizing, as the condition below shows.

Consider an even orbital $g$ and an odd orbital $u$, with gap $\Delta$ and $d=|\langle g|z|u\rangle|$, and rotate them by $\theta$:

$$\varphi_1=\cos\theta\,g+\sin\theta\,u,\qquad \varphi_2=-\sin\theta\,g+\cos\theta\,u.$$

The sum of $\langle r^2\rangle$ is invariant. The centres are at $\pm d\sin2\theta$, up to a common sign, so the spatial variance falls by $2d^2\sin^22\theta$. Each orbital has energy variance $\Delta^2\cos^2\theta\sin^2\theta=\frac14\Delta^2\sin^22\theta$. The cost is therefore

$$F(\theta)=\text{constant}+\sin^22\theta\left(\tfrac12w\Delta^2-2d^2\right).$$

If $4d^2>w\Delta^2$, the minimum is at $\theta=45^\circ$, which is full localization. If the inequality is reversed, the canonical orbitals remain.

## 9. Stretched H$_2^+$: the cancellation

At large separation $R$, $g=(\varphi_1+\varphi_2)/\sqrt2$ is filled. All $|\lambda_{ij}|=\frac12$, and by symmetry $\kappa_{11}=\kappa_{22}$. The two diagonal terms give $\frac14\kappa_{11}$ together, and the two off-diagonal terms give $-\frac14\kappa_{12}$:

$$\Delta E=\tfrac14(\kappa_{11}-\kappa_{12}).$$

To see what this repairs, neglect overlap and hopping. Then $\rho_g=\frac12(\rho_1+\rho_2)$, and the parent has

$$\tfrac12J_{gg}=\tfrac14(J_{11}+J_{12}),\qquad -C_xX_g=-2^{-1/3}C_xX_{11}.$$

The correction, with $\tau/6=1-2^{-1/3}$, is

$$\Delta E=\tfrac14(J_{11}-J_{12})-(1-2^{-1/3})C_xX_{11}.$$

The sum is $\frac12J_{11}-C_xX_{11}$, the interaction energy of a whole electron on one site. The spurious repulsion $J_{12}/4\approx1/(4R)$ between the two halves of the electron has cancelled. The attraction to the distant proton, $-1/R$, cancels the proton repulsion.

The result is the frozen energy $E_\varphi(1)$ with an orbital optimized for half occupation. By Section 3 it lies above the relaxed atom by

$$E_\varphi(1)-E(1)=\tfrac14(\kappa[\varphi_{1/2}]-\kappa_{\rm eff}).$$

The Dirac cancellation relies on the match at occupation $\frac12$. For an electron spread evenly over $M$ equivalent separated sites, with the site orbital frozen, $\lambda_{ij}=1/M$ and the Coulomb terms still cancel. The corrected interaction energy, however, exceeds $\frac12J_{11}-C_xX_{11}$ by $C_xX_{11}\left[1-M^{-1/3}-\frac{\tau}{3}(1-1/M)\right]$. The bracket is zero at $M=2$, 0.032 at $M=3$ and 0.139 at $M=8$, and it tends to $1-\tau/3\approx0.587$. For this parent the overcorrection grows with the number of sites.

## 10. Numbers for hydrogen

The parent is exchange-only local spin density, solved self-consistently with ten s and three p Gaussian shells per atom. The reference is its own hydrogen atom, $E(1)=-0.4571$ Ha. The exact atom has $-0.5$ Ha, and the scaling correction does not remove that difference. A larger basis moves the energies, levels and curvatures below by about $10^{-5}$ Ha, so a fifth decimal, or a fourth that lies on a rounding edge, is uncertain by one unit.

**Fractional atom.** With $E(\frac12)=-0.27906$ Ha,

$$\kappa_{\rm eff}=8\,(-0.22853+0.27906)=0.404\ \text{Ha}.$$

The frozen values are 0.380 Ha from the orbital at $f=1$ and 0.428 Ha from that at $f=\frac12$, which bracket it as derived. Integrating $\varepsilon(f)$ reproduces both energies, a test of Janak's theorem.

The deviation from the line is 0.0345 Ha at $f=0.25$ and 0.0391 Ha at $f=0.75$, whereas the parabola gives 0.0379 Ha at both. Frozen exchange accounts for the signs: $f-f^{4/3}$ exceeds its matched parabola by 0.015 at $f=0.25$ and falls below it by 0.009 at $f=0.75$, and it enters with a minus sign.

**Ion at $R=20$ bohr.** Two half atoms plus the spurious repulsion should lie at

$$2(-0.27906)+\frac1{80}-(-0.45707)=-0.0886\ \text{Ha}$$

relative to the parent atom. The calculation gives $-0.0886$ Ha. The global correction is zero. The localized one is

$$\tfrac14(0.42812-0.05002)=0.0945\ \text{Ha}=2.57\ \text{eV}.$$

The error becomes $+0.0060$ Ha. Relaxation predicts $\frac14(0.42812-0.40423)=0.0060$ Ha, so frozen orbitals account for the remainder at this precision.

The curvature of the delocalized orbital is 0.170 Ha, not the quadratic-model value $\frac12(\kappa_{11}+\kappa_{12})=0.239$ Ha. The reason is the $M^{-1/3}$ scaling of Dirac exchange in Section 4.

**Ion at $R=10$ bohr.** The correction is 0.0819 Ha, or 2.23 eV, and the energy relative to the isolated parent atom changes from $-0.0763$ to $+0.0056$ Ha. At this distance the exact ion lies about 0.0006 Ha below the exact atom, so these values measure the error only to about that accuracy. Here $d=4.98$ bohr and $\Delta=3.6\times10^{-4}$ Ha. Full localization is preferred for $w$ below about $7.6\times10^8$ bohr$^2$/Ha$^2$. This limit goes as $1/\Delta^2$ and falls by up to 1% in larger bases.

**Orbital energy.** For $v=(1,1)/\sqrt2$ the diagonal of $\Delta h$ vanishes and $\Delta\varepsilon=-\frac12\kappa_{12}$. At $R=20$ bohr this moves the level from $-0.4926$ to $-0.5177$ Ha. The removal reference is $E(1)-1/R=-0.5071$ Ha, so the level, 0.0144 Ha too high before the correction, is now 0.0106 Ha too low.

The distant proton and half electron shift the atomic level $\varepsilon(\frac12)$ by $-1/R+1/(2R)$, and the correction $-\frac12\kappa_{12}\approx-1/(2R)$ then brings it to $\varepsilon(\frac12)-1/R$. The residue is therefore $\varepsilon(\frac12)-E(1)$, which has two parts. The atomic $\varepsilon(\frac12)=-0.4676$ Ha lies 0.0165 Ha below the frozen $E_\varphi(1)=-0.4511$ Ha, because the slope of the $f^{4/3}$ term at $f=\frac12$ is not its chord slope. Relaxation offsets 0.0060 Ha of this. An accurate corrected total energy does not guarantee an equally accurate orbital energy.

## 11. Numbers for many sites

**Chain.** Two same-spin electrons occupy the lowest nearest-neighbour hopping orbitals of six sites, with spacing $a=2$ bohr and $\kappa_{ij}=(4+r_{ij}^2)^{-1/2}$, so $\kappa_{ii}=0.5$ Ha. The mean-field interaction is 0.5737 Ha. Explicit enumeration of the configurations gives 0.6952 Ha. The localized correction supplies the difference, 0.1215 Ha; the global one is zero.

At added charge $f=0.4$, the global correction is 0.0319 Ha and the localized one 0.1571 Ha. By Section 5 their difference, 0.1252 Ha, interpolates the integer corrections. Thus

$$\Delta E_{N+1}=\frac{0.1252-0.6\times0.1215}{0.4}\approx0.131\ \text{Ha}.$$

The interaction part of the corrected orbital energy, 0.6798 Ha, agrees with the enumerated addition energy.

**Ring.** With the same kernel, $\kappa_M$ falls from 0.427 Ha at $M=2$ to 0.040 Ha at $M=128$. For one electron $\lambda_{ij}=1/M$, and the localized correction is

$$\tfrac12(\kappa_{11}-\kappa_M).$$

It grows from 0.037 to 0.230 Ha, towards $\frac12\kappa_{11}=0.25$ Ha. The global curvature disappears as the error in the integer energy approaches its full size. Further values are in the numerical output.

## Computed values

```
Exchange constant C_x = 0.930526; tau = 1.237797
H atom, parent: E(1) = -0.457068 Ha, E(1/2) = -0.279063 Ha
H atom eigenvalues: eps(1) = -0.246928, eps(1/2) = -0.467643 Ha
Integral of eps over f: to 1 -0.457068, to 1/2 -0.279063 Ha
Effective curvature from E(1), E(1/2) = 0.404229 Ha
Frozen curvature, orbital of f=1   = 0.380134 Ha
Frozen curvature, orbital of f=1/2 = 0.428119 Ha
f=0.25: line minus E = 0.034516, parabola = 0.037897 Ha
f=0.50: line minus E = 0.050529, parabola = 0.050529 Ha
f=0.75: line minus E = 0.039136, parabola = 0.037897 Ha
H2+ at R = 10 bohr: parent E = -0.533354 Ha
  lambda_11 = 0.5000, lambda_12 = 0.5000
  kappa_11 = 0.428014, kappa_12 = 0.100334 Ha
  curvature of delocalized orbital = 0.195152 Ha
  global correction = 0.000000 Ha
  localized correction = 0.081920 Ha = 2.229 eV
  E minus parent H atom: before -0.076286, after 0.005634 Ha
  parent energy, electron on one site = -0.451266 Ha
  orbital energy -0.517945, shift -0.050167, sum -0.568113 Ha
  parent removal reference E_H - 1/R = -0.557068 Ha
  dipole length d = 4.9808 bohr, gap = 3.608e-04 Ha
  localization limit w = 4d^2/gap^2 = 7.623e+08 bohr^2/Ha^2
H2+ at R = 20 bohr: parent E = -0.545628 Ha
  lambda_11 = 0.5000, lambda_12 = 0.5000
  kappa_11 = 0.428116, kappa_12 = 0.050024 Ha
  curvature of delocalized orbital = 0.170242 Ha
  global correction = 0.000000 Ha
  localized correction = 0.094523 Ha = 2.572 eV
  E minus parent H atom: before -0.088560, after 0.005963 Ha
  parent energy, electron on one site = -0.451105 Ha
  orbital energy -0.492640, shift -0.025012, sum -0.517652 Ha
  parent removal reference E_H - 1/R = -0.507068 Ha
  relaxation error predicted from atom = 0.005972 Ha
Chain: 6 sites, 2 electrons, spacing 2.0 bohr, on-site kappa 0.5 Ha
  mean-field interaction = 0.573713 Ha
  average over configurations = 0.695203 Ha
  localized correction = 0.121490 Ha
  added charge f = 0.4: global 0.031912, localized 0.157081 Ha
  addition energy: corrected slope 0.679768, enumerated 0.679768 Ha
Ring M=2: global curvature 0.426777, localized correction 0.036612 Ha
Ring M=8: global curvature 0.280557, localized correction 0.109721 Ha
Ring M=32: global curvature 0.115574, localized correction 0.192213 Ha
Ring M=128: global curvature 0.039800, localized correction 0.230100 Ha
Growth of M*kappa_M from M=512 to 1024 = 0.693209 Ha; (2/a) ln 2 = 0.693147 Ha
```
